# Why Thomson scattering polarizes through the quadrupole of unpolarized light

## An uneven response

A free electron is lit from all sides by unpolarized light of intensity $I_0$. Light travelling within $30^\circ$ of the $+x$ direction is stronger by $0.1\,I_0$. Expand this intensity in spherical harmonics,

$$I(\mathbf n)=\sum_{lm}a_{lm}Y_{lm}(\mathbf n),\qquad a_{lm}=\int I\,Y_{lm}^*\,d\Omega ,$$

where $\mathbf n$ is the propagation direction, and measure each multipole by $s_l=(\sum_m|a_{lm}|^2)^{1/2}$. The dipole, quadrupole and octupole have nearly equal strengths: $0.038$, $0.043$ and $0.040\,I_0$. Yet of the light scattered along $z$, the quadrupole supplies a polarized intensity of $0.0041\,I_0$ per unit optical depth, and the other two supply none.

The explanation needs the scattering law first, and then the contribution of each multipole. Throughout, $I$ is measured in the rest frame of the electron, and the incident light is unpolarized until the last section.

## The scattering law

Use $\hbar=c=1$, electron mass $m$, metric signature $(+,-,-,-)$ and real linear polarization vectors $\boldsymbol\epsilon,\boldsymbol\epsilon'$, with no time component. The incident photon has momentum $k=\omega(1,\mathbf n)$, the outgoing one $k'=\omega'(1,\hat{\mathbf z})$, and the electron starts with $p=(m,\mathbf 0)$. Up to a phase, the two tree diagrams give $\mathcal M=e^2\bar u'\Gamma u$, with

$$\Gamma=\frac{\not\epsilon'(\not p+\not k+m)\not\epsilon}{2m\omega}-\frac{\not\epsilon(\not p-\not k'+m)\not\epsilon'}{2m\omega'} .$$

The denominators are $(p+k)^2-m^2=2m\omega$ and $(p-k')^2-m^2=-2m\omega'$. Since $p\cdot\epsilon=0$ and $\not p u=mu$, we have $(\not p+m)\not\epsilon u=\not\epsilon(-\not p+m)u=0$, and likewise for $\epsilon'$. Only the photon momenta remain in the numerators, and their energies cancel:

$$\Gamma=\frac1{2m}\Big[(\boldsymbol\epsilon'\!\cdot\!\boldsymbol\gamma)(\gamma^0-\mathbf n\!\cdot\!\boldsymbol\gamma)(\boldsymbol\epsilon\!\cdot\!\boldsymbol\gamma)+(\boldsymbol\epsilon\!\cdot\!\boldsymbol\gamma)(\gamma^0-\hat{\mathbf z}\!\cdot\!\boldsymbol\gamma)(\boldsymbol\epsilon'\!\cdot\!\boldsymbol\gamma)\Big].$$

Moving $\gamma^0$ to the left changes the sign of the terms that contain it. With $\{\gamma^i,\gamma^j\}=-2\delta_{ij}$ they add up to $2\gamma^0\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon'$. The terms with three spatial matrices connect upper to lower spinor components, and so vanish when both electrons are at rest. That is the limit $x=\omega/m\to0$. With $\bar uu=2m$,

$$\mathcal M\to 2e^2(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')\,\delta_{ss'} ,$$

where $s,s'$ are the electron spins.

For the cross section, the flux factor is $1/(4m\omega)$. Integrating two-body phase space over the electron momentum and $\omega'$ gives

$$\frac{\omega'\,d\Omega}{16\pi^2E'\,|1+\partial E'/\partial\omega'|}=\frac{\omega'^2\,d\Omega}{16\pi^2m\omega}.$$

Here $E'^2=m^2+|\mathbf k-\mathbf k'|^2$, so $E'(1+\partial E'/\partial\omega')=E'+\omega'-\omega\cos\theta$. Energy conservation turns this into $m+\omega(1-\cos\theta)$, which equals $m\omega/\omega'$ by the Compton relation. Hence

$$\frac{d\sigma}{d\Omega}=\frac{\overline{|\mathcal M|^2}}{64\pi^2m^2}\left(\frac{\omega'}{\omega}\right)^2\;\longrightarrow\; r_e^2(\boldsymbol\epsilon\cdot\boldsymbol\epsilon')^2,\qquad r_e=\frac{e^2}{4\pi m}.$$

The classical picture is the same: the electron is shaken along $\boldsymbol\epsilon$, and an observer receives the part of that motion transverse to the line of sight.

## From one beam to a polarization kernel

An unpolarized beam carries half its intensity in each of two transverse polarizations. Because these two vectors and $\mathbf n$ form an orthonormal basis, $\sum_\epsilon\epsilon_a\epsilon_b=\delta_{ab}-n_an_b$. Light scattered into polarization $\mathbf e$ therefore has the angular weight

$$K_{\mathbf e}=\tfrac12\big[1-(\mathbf e\cdot\mathbf n)^2\big]$$

in units of $r_e^2$. Define $Q=I_x-I_y$ and $U=I_{+45^\circ}-I_{-45^\circ}$, the latter along $(\hat{\mathbf x}\pm\hat{\mathbf y})/\sqrt2$. Subtraction gives

$$K_Q=\tfrac12(n_y^2-n_x^2)=-\tfrac12\sin^2\theta\cos2\phi,$$
$$K_U=\tfrac14\big[(n_x-n_y)^2-(n_x+n_y)^2\big]=-n_xn_y=-\tfrac12\sin^2\theta\sin2\phi .$$

The sum of the two polarizations is $K_I=\tfrac12(1+\cos^2\theta)$. Its integral over the sphere is $8\pi/3$, so $\sigma_T=8\pi r_e^2/3$.

Take a layer of optical depth $\tau\ll1$ along the ray and keep single scattering, so that every electron is taken to see the incident $I(\mathbf n)$ undimmed; this requires the region to be thin along the incident directions as well. The unpolarized light passing straight through is dimmed equally in both polarizations and contributes nothing to $Q$ or $U$. Since $r_e^2=3\sigma_T/8\pi$,

$$Q=\frac{3\tau}{8\pi}\int K_Q I\,d\Omega,\qquad U=\frac{3\tau}{8\pi}\int K_U I\,d\Omega .$$

The negative sign of $K_Q$ at $\phi=0$ has a direct meaning. A beam along $x$ cannot shake the electron along $x$, so the light it sends towards $z$ is polarized along $y$.

## The multipoles, one at a time

**Monopole.** The factor $\cos2\phi$ integrates to zero. Beams along $x$ produce $y$ polarization, beams along $y$ produce equal $x$ polarization, and the two cancel.

**Dipole.** Its azimuthal dependence is $1$, $\cos\phi$ or $\sin\phi$, all orthogonal to $\cos2\phi$ and $\sin2\phi$. Physically, an excess of light travelling along $+x$ and an equal deficit along $-x$ alter the $y$-polarized output by opposite amounts. An electron shaken along a line does not record which way the light was going.

**Quadrupole.** With $Y_{22}=\tfrac14\sqrt{15/2\pi}\,\sin^2\theta\,e^{2i\phi}$,

$$K_Q-iK_U=-\tfrac12\sin^2\theta\,e^{-2i\phi}=-2\sqrt{\frac{2\pi}{15}}\,Y_{22}^* .$$

Integrating against $I$ selects one coefficient:

$$\boxed{\,Q-iU=-\frac{3\tau}{4\pi}\sqrt{\frac{2\pi}{15}}\;a_{22}\,}$$

The numerical factor multiplying $\tau a_{22}$ is $-0.1545$. For the Stokes $Q$ kernel by itself, $Y_{2,-2}=Y_{22}^*$ gives

$$K_Q=-\sqrt{\frac{2\pi}{15}}\,(Y_{22}+Y_{2,-2})=-0.6472\,(Y_{22}+Y_{2,-2}).$$

**Octupole and higher.** Here azimuth is not enough, because every $l\ge2$ has components with $m=\pm2$. The polar factor decides. With $\mu=\cos\theta$, the $l=3$, $m=2$ function is proportional to $(1-\mu^2)\mu$, and its overlap with $1-\mu^2$ vanishes because the integrand is odd. For $l=4$ the function is proportional to $(1-\mu^2)(7\mu^2-1)$, and

$$\int_{-1}^{1}(1-\mu^2)^2(7\mu^2-1)\,d\mu=7\cdot\frac{16}{105}-\frac{16}{15}=0 .$$

For every higher $l$ the same follows from the orthogonality of spherical harmonics, since $\sin^2\theta\,e^{\pm2i\phi}$ is itself a pure $l=2$ function.

So two different mechanisms are at work. The spin-two character of linear polarization about the ray excludes $l<2$. The dipole character of the scattering excludes $l>2$.

## Any line of sight

For an outgoing ray with transverse unit vectors $\mathbf e_1,\mathbf e_2$, the same subtraction gives

$$Q=-\frac{3\tau}{16\pi}(e_{1a}e_{1b}-e_{2a}e_{2b})\int n_an_bI\,d\Omega .$$

The amplitude is linear in the incident field, so the intensity is quadratic in it, and after the polarization average $\mathbf n$ enters through $n_an_b$ and nothing of higher rank. Split off the trace:

$$\int n_an_bI\,d\Omega=\tfrac13\delta_{ab}\int I\,d\Omega+S_{ab},\qquad S_{ab}=\int(n_an_b-\tfrac13\delta_{ab})I\,d\Omega .$$

The trace term drops out because $\mathbf e_1^2=\mathbf e_2^2$. The five independent components of the symmetric traceless $n_an_b-\tfrac13\delta_{ab}$ are the five $l=2$ harmonics in Cartesian form. Hence, if $S=0$, no direction receives polarized light. $U$ is the same quantity with axes turned by $45^\circ$, so it adds no exception.

If $S\neq0$, at least two of its eigenvalues differ, and a ray along the remaining eigenvector is polarized. A particular ray may still see nothing: it responds to the $m=\pm2$ part of the quadrupole about its own direction.

## Weighing the bright cap

Return to the cap, with excess $A=0.1\,I_0$ and $c=\cos30^\circ=0.8660$. Let its axis be $\mathbf c$. By symmetry $S_{ab}=q(c_ac_b-\tfrac13\delta_{ab})$. Contracting with $c_ac_b$ and letting $\mu=\mathbf n\cdot\mathbf c$ fixes

$$q=\int P_2(\mu)I\,d\Omega=2\pi A\int_c^1\frac{3\mu^2-1}{2}\,d\mu=\pi A\,c(1-c^2).$$

The uniform background contributes zero. For a ray at angle $\beta$ to the cap axis, choose $\mathbf e_1$ in the plane of the ray and the axis. Then $(\mathbf e_1\cdot\mathbf c)^2=\sin^2\beta$ and $\mathbf e_2\cdot\mathbf c=0$, so

$$\frac{Q}{\tau}=-\frac{3}{16}A\,c(1-c^2)\sin^2\beta .$$

At $\beta=90^\circ$ this is

$$\frac Q\tau=-0.1875\times0.1\times0.2165\,I_0=-0.00406\,I_0 .$$

The harmonic formula gives the same: $a_{22}=0.02627\,I_0$, and $-0.1545\times0.02627=-0.00406$. The sign says that the polarization is perpendicular to the plane containing the cap axis and the ray.

The strengths of the multipoles follow by choosing the polar axis along $\mathbf c$, where only $m=0$ survives:

$$s_l=\sqrt{\frac{2l+1}{4\pi}}\;2\pi A\left|\int_c^1P_l(\mu)\,d\mu\right|\qquad(l\ge1).$$

| $l$ | $s_l/I_0$ | $Q/(\tau I_0)$ at $90^\circ$ |
|---|---|---|
| 1 | 0.0384 | 0 |
| 2 | 0.0429 | −0.00406 |
| 3 | 0.0403 | 0 |
| 4 | 0.0324 | 0 |
| 5 | 0.0212 | 0 |
| 6 | 0.0092 | 0 |

The monopole is much larger, $3.57\,I_0$, and also contributes zero. Strength in the incident light therefore says nothing about polarization unless it sits at $l=2$.

To compare $Q$ with the total scattered light, write $K_I=\tfrac23+\tfrac13P_2(\cos\theta)$. The monopole part averages $I$ over the sphere, and the second part uses $\int P_2(\mathbf n\cdot\hat{\mathbf k})I\,d\Omega=qP_2(\cos\beta)$, with $\hat{\mathbf k}$ the outgoing direction:

$$\frac{I_{\rm sc}}{\tau}=I_0+\frac{A(1-c)}2+\frac{A\,c(1-c^2)}8P_2(\cos\beta).$$

At $90^\circ$ this is $1.0053\,I_0$, so the scattered light is $0.40\%$ polarized. At $60^\circ$ the fraction is $0.30\%$, at $30^\circ$ it is $0.10\%$, and along the cap axis it is zero. In that last view the quadrupole is as strong as before, but symmetric about the ray.

For $\tau=0.01$, single scattering gives a polarized intensity at $90^\circ$ of $4.1\times10^{-5}I_0$ in magnitude. (In an extended slab with the cap axis in its plane, dimming and rescattering along the long grazing paths lower this by about $5\%$; see the last section.) Almost all the light in that ray has passed through unscattered, so this is also close to its polarized fraction.

## Two anisotropic skies that do not polarize

Put the bright cap along $+x$ and an equally deep deficit along $-x$. The excess intensity is odd in $\mathbf n$, while $n_an_b$ is even, so $S=0$. The light carries a net flux

$$2\cdot2\pi A\int_c^1\mu\,d\mu=2\pi A(1-c^2)=0.157\,I_0\,\mathrm{sr},$$

but it polarizes in no direction.

Now place six equal bright caps along $\pm x,\pm y,\pm z$. Their tensors add to

$$S_{ab}=2q\sum_{i=x,y,z}\left(\hat e^{(i)}_a\hat e^{(i)}_b-\tfrac13\delta_{ab}\right)=2q(\delta_{ab}-\delta_{ab})=0 .$$

The lowest anisotropic multipole of this sky is $l=4$. A cap centred on direction $\mathbf c$ contributes to $a_{40}$ in proportion to $P_4(\mathbf c\cdot\hat{\mathbf z})$, which is $1$ for the two polar caps and $3/8$ for the four equatorial ones. The total is $a_{40}=3.5\times0.0324\,I_0=0.113\,I_0$, larger than any anisotropic multipole of the single cap. Again no ray is polarized.

## What recoil adds

The truncation at $l=2$ belongs to the limit $x\to0$. At first order in $x$, two changes could matter: one in the amplitude and one in the factor $\rho^2=(\omega'/\omega)^2$.

In the amplitude, the terms with three spatial matrices now meet the small lower component $\boldsymbol\sigma\cdot\mathbf p'/2m$ of the final spinor, with $\mathbf p'\simeq\omega(\mathbf n-\hat{\mathbf z})$. Their spin-independent parts follow from the scalar part of a product of four Pauli matrices,

$$(\mathbf a\cdot\mathbf b)(\mathbf c\cdot\mathbf d)-(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)+(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c).$$

For the orders $(\mathbf p',\boldsymbol\epsilon',\mathbf n,\boldsymbol\epsilon)$ and $(\mathbf p',\boldsymbol\epsilon,\hat{\mathbf z},\boldsymbol\epsilon')$ it gives

$$\mp\omega\big[(1-\mu)\,\boldsymbol\epsilon\cdot\boldsymbol\epsilon'+(\hat{\mathbf z}\cdot\boldsymbol\epsilon)(\mathbf n\cdot\boldsymbol\epsilon')\big],$$

with $\mu=\cos\theta$ again. The two cancel. What remains is proportional to a Pauli matrix; its interference with the leading term vanishes in the spin average, and its square is of order $x^2$. The normalization of the final spinor also changes at order $x^2$.

The first-order effect is thus kinematic. From $\rho=1/[1+x(1-\mu)]$,

$$K_Q\simeq-\tfrac12\sin^2\theta\cos2\phi\,\big[1-2x+2x\mu\big],$$

where $K_Q$ now counts photons from a monochromatic source. The term in $\mu$ is an octupole, because $Y_{32}=\tfrac14\sqrt{105/2\pi}\,\sin^2\theta\cos\theta\,e^{2i\phi}$. Relative to the $Y_{22}$ coefficient, that of $Y_{32}$ is

$$2x\sqrt{\frac{15}{105}}=\frac{2x}{\sqrt7}.$$

At a photon energy of $5.11$ keV, $x=0.01$ and this ratio is $0.0076$. Evaluating the full tree amplitude numerically with Dirac matrices, and projecting by quadrature over the sphere, gives $0.0075$. At $51.1$ keV the full result is $0.069$, against a first-order estimate of $0.076$. The quadrupole rule thus fails gradually as the photon energy rises.

## What incident polarization adds

The other essential condition is that the incident light be unpolarized. Let its total intensity be isotropic, $I=I_0$, but let the components along the meridional and azimuthal unit vectors $\hat{\boldsymbol\theta},\hat{\boldsymbol\phi}$ about $z$ be $\tfrac12I_0(1\pm p\sin^2\theta)$. The sum over incident polarizations then contains the extra tensor

$$J_{ab}=\frac{pI_0}{2}\int\sin^2\theta\,(\hat\theta_a\hat\theta_b-\hat\phi_a\hat\phi_b)\,d\Omega .$$

Since $\hat\theta_z^2=\sin^2\theta$ and $\hat\phi_z=0$,

$$J_{zz}=\frac{pI_0}{2}\,2\pi\int_{-1}^{1}(1-\mu^2)^2d\mu=\frac{16\pi}{15}pI_0 .$$

The tensor is traceless and symmetric about $z$, so $J_{yy}=-J_{zz}/2$. Light scattered along $x$ has

$$\frac{I_z-I_y}{\tau}=\frac{3}{8\pi}(J_{zz}-J_{yy})=\frac35\,pI_0 .$$

For $p=0.1$ this is $0.06\,I_0$, although the incident intensity has no quadrupole at all. (This is about fifteen times the magnitude produced by the bright cap, and the cap's small size is only part of the reason. An unpolarized excess $0.1\,I_0\sin^2\theta$ spread over the whole sky would give $0.01\,I_0$ in magnitude along the same ray, still six times less.) The value $0.06\,I_0$ describes the scattered light only; the transmitted ray keeps its own incident polarization as well.

This also limits the thin-layer result. Light scattered once is already polarized, so a second scattering must include this contribution. If the region has optical depth of order $\tau$ in every direction, a second scattering has probability of order $\tau$, and the correction to $Q$ is of order $\tau^2$. In an extended slab, light at direction cosine $\mu$ to the normal crosses a depth $\tau/|\mu|$, and $\int_0^1\min(1,\tau/\mu)\,d\mu=\tau[1+\ln(1/\tau)]$ makes the correction of order $\tau^2\ln(1/\tau)$. In either case it need not vanish for a ray whose single-scattering polarization is zero.

Numerical values quoted here were computed with a short program.
